# Traction-free strains in a tilted wurtzite film: algorithm and errors: a numerical check

```python
# Wurtzite film, c axis tilted by theta from the film normal z toward +x.
# Imposed: eps_xx = eps_yy = e, eps_xy = 0.  Free surface: sigma_iz = 0.
# Result under test (s = sin theta, c = cos theta):
#   gamma_xz = e s c (A c^2 - B s^2)/D,   eps_zz = e (1 - N/D)
#   P = C11+C12+C13, Q = 2 C13+C33, A = P C33 - Q (C13+2 C44),
#   B = Q C11 - P (C13+2 C44), D = determinant of the 2x2 acoustic matrix.
# The shear is zero at 0 and 90 deg, and also at tan^2(theta) = A/B if A B > 0.
# Stiffness constants are ordered C11, C12, C13, C33, C44, in GPa.
import numpy as np
from scipy.optimize import brentq, minimize_scalar
from scipy.constants import epsilon_0

VOIGT = [(0, 0), (1, 1), (2, 2), (1, 2), (0, 2), (0, 1)]


def stiffness_matrix(constants):
    c11, c12, c13, c33, c44 = constants
    m = np.zeros((6, 6))
    m[:3, :3] = [[c11, c12, c13], [c12, c11, c13], [c13, c13, c33]]
    m[3, 3] = m[4, 4] = c44
    m[5, 5] = (c11 - c12) / 2
    return m


def stiffness_tensor(constants):
    m = stiffness_matrix(constants)
    t = np.zeros((3, 3, 3, 3))
    for a, (i, j) in enumerate(VOIGT):
        for b, (k, l) in enumerate(VOIGT):
            t[i, j, k, l] = t[j, i, k, l] = m[a, b]
            t[i, j, l, k] = t[j, i, l, k] = m[a, b]
    return t


def rotation(theta, azimuth=0.0):
    # columns: crystal axes seen in the film frame; azimuth turns about c
    s, c = np.sin(theta), np.cos(theta)
    u, v = np.sin(azimuth), np.cos(azimuth)
    tilt = np.array([[c, 0, s], [0, 1, 0], [-s, 0, c]])
    return tilt @ np.array([[v, -u, 0], [u, v, 0], [0, 0, 1]])


def solve_film(tensor, theta, exx, eyy, azimuth=0.0):
    r = rotation(theta, azimuth)
    t = tensor
    for _ in range(4):  # each pass rotates one index and cycles the order
        t = np.tensordot(t, r, axes=(0, 1))
    inplane = np.diag([exx, eyy, 0.0])
    matrix = t[:, 2, :, 2]
    assert np.linalg.eigvalsh(matrix).min() > 0
    b = np.linalg.solve(matrix, -np.einsum('ikl,kl->i', t[:, 2], inplane))
    n = np.array([0.0, 0.0, 1.0])
    strain = inplane + (np.outer(b, n) + np.outer(n, b)) / 2
    return strain, np.einsum('ijkl,kl->ij', t, strain)


def solve_by_compliance(constants, theta, e):
    # apply unit plane stresses, then combine them to match the in-plane strain
    compliance = np.linalg.inv(stiffness_matrix(constants))
    r = rotation(theta)
    responses = []
    for i, j in [(0, 0), (1, 1), (0, 1)]:
        stress = np.zeros((3, 3))
        stress[i, j] = stress[j, i] = 1.0
        crystal = r.T @ stress @ r
        eng = compliance @ np.array([crystal[p] for p in VOIGT])
        strain = np.zeros((3, 3))
        for a, (k, l) in enumerate(VOIGT):
            strain[k, l] = strain[l, k] = eng[a] if a < 3 else eng[a] / 2
        responses.append(r @ strain @ r.T)
    m = np.array([[q[0, 0], q[1, 1], q[0, 1]] for q in responses]).T
    weights = np.linalg.solve(m, [e, e, 0.0])
    return sum(w * q for w, q in zip(weights, responses)), weights


def coefficients(constants):
    c11, c12, c13, c33, c44 = constants
    P, Q = c11 + c12 + c13, 2 * c13 + c33
    return P, Q, P*c33 - Q*(c13 + 2*c44), Q*c11 - P*(c13 + 2*c44)


def closed_form(constants, theta, e):
    c11, c12, c13, c33, c44 = constants
    P, Q, A, B = coefficients(constants)
    s, c = np.sin(theta), np.cos(theta)
    s2, c2, g = s*s, c*c, c13 + c44
    D = (c11*s2 + c44*c2)*(c44*s2 + c33*c2) - g*g*s2*c2
    N = c44*(Q*c2*c2 + P*s2*s2) + (P*c33 + Q*c11 - (P + Q)*g)*s2*c2
    gamma = e*s*c*(A*c2 - B*s2)/D
    ezz = e*(1 - N/D)
    nm_am = -e*s2*(P*c44*s2 + (P*c33 - Q*g)*c2)/D
    nc_ac = -e*c2*(Q*c44*c2 + (Q*c11 - P*g)*s2)/D
    syy = P*e + c12*nm_am + c13*nc_ac
    tgt = (P*P*s2*(c44*s2 + c33*c2) + Q*Q*c2*(c11*s2 + c44*c2)
           - 2*P*Q*g*s2*c2)/D
    return gamma, ezz, syy, e*(2*P + Q - tgt), D, N


def interior_zeros(shear):
    grid = np.radians(np.arange(1.0, 90.0, 2.0))
    values = [shear(t) for t in grid]
    return [np.degrees(brentq(shear, grid[i], grid[i+1], xtol=1e-12))
            for i in range(len(grid)-1) if values[i]*values[i+1] < 0]


model = (380.0, 140.0, 100.0, 400.0, 100.0)
e = 0.01
tensor = stiffness_tensor(model)


def shear_model(theta):
    return 2*solve_film(tensor, theta, e, e)[0][0, 2]


# closed forms and compliance route against the rotated-stiffness solution
rng = np.random.default_rng(4)
cases = [model]
for _ in range(8):
    c11 = rng.uniform(200, 500)
    cases.append(tuple(c11*np.array([1, rng.uniform(.2, .5),
                 rng.uniform(.2, .5), rng.uniform(.7, 1.4),
                 rng.uniform(.15, .5)])))
worst_closed = worst_compliance = worst_traction = 0.0
for constants in cases:
    assert np.linalg.eigvalsh(stiffness_matrix(constants)).min() > 0
    t4 = stiffness_tensor(constants)
    for theta in np.radians(np.linspace(0, 90, 31)):
        eps, sig = solve_film(t4, theta, e, e)
        gamma, ezz, syy, total, D, N = closed_form(constants, theta, e)
        worst_closed = max(worst_closed, abs(2*eps[0, 2] - gamma)/e,
                           abs(eps[2, 2] - ezz)/e)
        assert D > 0 and abs(eps[1, 2]) < 1e-13
        assert np.isclose(sig[1, 1], syy, rtol=1e-10)
        assert np.isclose(sig[0, 0] + sig[1, 1], total, rtol=1e-10)
        energy = np.sum(sig*eps)/2
        assert np.isclose(energy, e*total/2, rtol=1e-10)
        other, plane = solve_by_compliance(constants, theta, e)
        worst_compliance = max(worst_compliance, np.abs(other - eps).max()/e)
        assert np.allclose(plane[:2], [sig[0, 0], sig[1, 1]], rtol=1e-9)
        worst_traction = max(worst_traction, np.abs(sig[:, 2]).max())
assert worst_closed < 1e-11 and worst_compliance < 1e-11
assert worst_traction < 1e-11

# end points: zero shear, known normal strain, slopes by finite differences
c11, c12, c13, c33, c44 = model
P, Q, A, B = coefficients(model)
right = np.pi/2
end_shear = [shear_model(0.0), shear_model(right)]
assert max(map(abs, end_shear)) < 1e-15
assert np.isclose(solve_film(tensor, 0, e, e)[0][2, 2], -2*c13/c33*e)
assert np.isclose(solve_film(tensor, right, e, e)[0][2, 2],
                  -(c12 + c13)/c11*e)
h = 1e-4
slope0 = (shear_model(h) - shear_model(-h))/(2*h)
slope90 = (shear_model(right + h) - shear_model(right - h))/(2*h)
assert np.isclose(slope0, e*A/(c33*c44), rtol=1e-5)
assert np.isclose(slope90, e*B/(c11*c44), rtol=1e-5)

# symmetry: odd in tilt, unchanged by turning the crystal about c
for theta in np.radians([20, 50, 70]):
    assert np.isclose(shear_model(-theta), -shear_model(theta), atol=1e-14)
    assert np.isclose(shear_model(np.pi-theta), -shear_model(theta),
                      atol=1e-14)
    turned = solve_film(tensor, theta, e, e, azimuth=0.37)[0]
    assert np.allclose(turned, solve_film(tensor, theta, e, e)[0], atol=1e-14)

# interior zero: present, absent, and the isotropic limit
zeros = interior_zeros(shear_model)
theta_star = np.degrees(np.arctan(np.sqrt(A/B)))
assert A*B > 0 and len(zeros) == 1 and abs(zeros[0] - theta_star) < 1e-7
soft = (380.0, 140.0, 100.0, 280.0, 100.0)
soft_tensor = stiffness_tensor(soft)
A_soft, B_soft = coefficients(soft)[2:]
soft_zeros = interior_zeros(
    lambda t: solve_film(soft_tensor, t, e, e)[0][0, 2])
assert A_soft*B_soft < 0 and len(soft_zeros) == 0
isotropic = stiffness_tensor((300.0, 100.0, 100.0, 300.0, 100.0))
assert max(abs(solve_film(isotropic, t, e, e)[0][0, 2])
           for t in np.linspace(0, right, 19)) < 1e-15

# extrema of the shear on both sides of the interior zero
star = np.radians(theta_star)
top = minimize_scalar(lambda t: -shear_model(t)/e, bounds=(0, star),
                      method='bounded', options={'xatol': 1e-8})
low = minimize_scalar(lambda t: shear_model(t)/e, bounds=(star, right),
                      method='bounded', options={'xatol': 1e-8})
assert top.fun < 0 and low.fun < 0

# worked tilt
tilt = np.radians(30.0)
eps30, sig30 = solve_film(tensor, tilt, e, e)
gamma30, ezz30, syy30, total30, D30, N30 = closed_form(model, tilt, e)

# neglected effect 1: piezoelectricity with no free charge (D_z = 0)
e31, e33, e15, kappa_r = -0.4, 0.8, -0.3, 10.0
kappa = kappa_r*epsilon_0
piezo = np.zeros((3, 3, 3))
piezo[2] = np.diag([e31, e31, e33])
piezo[0, 0, 2] = piezo[0, 2, 0] = piezo[1, 1, 2] = piezo[1, 2, 1] = e15


def solve_piezo(theta):
    r = rotation(theta)
    ez = np.einsum('i,ijk->jk', r[2], piezo)
    stiffened = tensor + np.einsum('ij,kl->ijkl', ez, ez)/kappa/1e9
    strain = solve_film(stiffened, theta, e, e)[0]
    field = -np.sum(ez*(r.T @ strain @ r))/kappa
    return 2*strain[0, 2], field/1e8


assert max(abs(solve_piezo(t)[0]) for t in (0.0, right)) < 1e-15
piezo_zeros = interior_zeros(lambda t: solve_piezo(t)[0])

# neglected effect 2: different misfit along a and c
ratio = 0.8


def shear_unequal(theta):
    exx = e*(np.cos(theta)**2 + ratio*np.sin(theta)**2)
    return 2*solve_film(tensor, theta, exx, e)[0][0, 2]


assert max(abs(shear_unequal(t)) for t in (0.0, right)) < 1e-15
unequal_zeros = interior_zeros(shear_unequal)

# neglected effect 3: stiffness changed by the film's own mean pressure
pressure = -np.trace(sig30)/3
derivative, derivative44 = 4.0, 0.5
shifted = np.array(model) + pressure*np.array([derivative]*4 + [derivative44])
shifted_tensor = stiffness_tensor(shifted)


def shear_shifted(theta):
    return 2*solve_film(shifted_tensor, theta, e, e)[0][0, 2]


shifted_zeros = interior_zeros(shear_shifted)

# neglected effect 4: thermal misfit; uniform softening leaves strains alone
delta_alpha, cooling = 2e-6, 700.0
thermal = delta_alpha*cooling
assert np.allclose(solve_film(0.9*tensor, tilt, e, e)[0], eps30, atol=1e-14)

# neglected effect 5: basal slip, balance of work and edge-line energy
burgers, poisson = 0.32, 0.25
r30 = rotation(tilt)
tau = abs(r30[:, 2] @ sig30 @ r30[:, 0])
assert np.isclose(tau, sig30[0, 0]*np.sin(tilt)*np.cos(tilt))
length = c44*burgers*np.sin(tilt)/(4*np.pi*(1 - poisson)*tau)
h_crit = brentq(lambda x: x - length*np.log(4*x/burgers), burgers, 1000.0)


def show(values):
    return ', '.join(f'{v:.2f}' for v in values) if values else 'none'


print('C11 C12 C13 C33 C44 (GPa):', *[f'{v:.0f}' for v in model])
print(f'imposed in-plane strain e = {100*e:.2f} %')
print(f'P = {P:.0f} GPa, Q = {Q:.0f} GPa')
print(f'A = {A:.0f} GPa^2, B = {B:.0f} GPa^2')
print(f'30 deg: D = {D30:.1f} GPa^2, N = {N30:.1f} GPa^2')
print(f'30 deg: gamma_xz = {1e3*gamma30:.4f} e-3')
print(f'30 deg: eps_xz (half of gamma) = {1e3*eps30[0, 2]:.4f} e-3')
print(f'30 deg: eps_zz = {1e3*ezz30:.4f} e-3')
print('sweep: tilt(deg) gamma_xz(1e-3) eps_zz(1e-3)',
      'sxx(GPa) syy(GPa) energy(MJ/m^3)')
for degree in range(0, 91, 15):
    q, p = solve_film(tensor, np.radians(degree), e, e)
    print(f'{degree:3d} {2e3*q[0, 2]+0.0:9.4f} {1e3*q[2, 2]:9.4f}'
          f' {p[0, 0]:8.4f} {p[1, 1]:8.4f} {1e3*np.sum(p*q)/2:8.3f}')
print(f'|gamma_xz| at 0 and 90 deg: {abs(end_shear[0]):.1e},'
      f' {abs(end_shear[1]):.1e}')
print(f'slope of gamma_xz at 0 deg = {1e3*slope0:.3f} e-3 per rad')
print(f'slope of gamma_xz at 90 deg = {1e3*slope90:.3f} e-3 per rad')
print(f'interior zero: formula {theta_star:.4f} deg,'
      f' root search {zeros[0]:.4f} deg')
print(f'largest gamma_xz = {-1e3*e*top.fun:.4f} e-3'
      f' at {np.degrees(top.x):.2f} deg')
print(f'most negative gamma_xz = {1e3*e*low.fun:.4f} e-3'
      f' at {np.degrees(low.x):.2f} deg')
print(f'comparison crystal, C33 = {soft[3]:.0f} GPa: A = {A_soft:.0f},'
      f' B = {B_soft:.0f} GPa^2')
print(f'comparison crystal: interior zeros (deg): {show(soft_zeros)}')
print(f'worst closed-form difference / e = {worst_closed:.1e}')
print(f'worst compliance-route difference / e = {worst_compliance:.1e}')
print(f'worst residual traction = {worst_traction:.1e} GPa')
print('Neglected effects, rough inputs; gamma_xz at 30 deg:')
print(f'piezo inputs e31, e33, e15 = {e31}, {e33}, {e15} C/m^2;'
      f' relative permittivity {kappa_r:.0f}')
print(f'piezo: gamma_xz = {1e3*solve_piezo(tilt)[0]:.4f} e-3,'
      f' interior zeros (deg): {show(piezo_zeros)}')
print(f'piezo: field E_z at 0 deg = {solve_piezo(0.0)[1]:.3f} MV/cm,'
      f' at 30 deg = {solve_piezo(tilt)[1]:.3f} MV/cm')
print(f'misfit ratio c/a = {ratio}: gamma_xz ='
      f' {1e3*shear_unequal(tilt):.4f} e-3')
print(f'misfit ratio c/a = {ratio}: interior zeros (deg):'
      f' {show(unequal_zeros)}')
print(f'mean pressure at 30 deg = {pressure:.3f} GPa; dC/dp ='
      f' {derivative} (C44: {derivative44})')
print(f'pressure-shifted stiffness: gamma_xz ='
      f' {1e3*shear_shifted(tilt):.4f} e-3')
print(f'pressure-shifted stiffness: interior zeros (deg):'
      f' {show(shifted_zeros)}')
print(f'thermal misfit: {delta_alpha:.1e} /K over {cooling:.0f} K ='
      f' {100*thermal:.3f} %, {100*thermal/e:.1f} % of e')
print(f'basal slip inputs: Burgers length {burgers} nm,'
      f' Poisson ratio {poisson}')
print(f'basal resolved shear stress at 30 deg = {tau:.3f} GPa')
print(f'rough critical thickness at 30 deg = {h_crit:.1f} nm')
print('all good')
```

It prints:

```
C11 C12 C13 C33 C44 (GPa): 380 140 100 400 100
imposed in-plane strain e = 1.00 %
P = 620 GPa, Q = 600 GPa
A = 68000 GPa^2, B = 42000 GPa^2
30 deg: D = 47750.0 GPa^2, N = 81125.0 GPa^2
30 deg: gamma_xz = 3.6727 e-3
30 deg: eps_xz (half of gamma) = 1.8363 e-3
30 deg: eps_zz = -6.9895 e-3
sweep: tilt(deg) gamma_xz(1e-3) eps_zz(1e-3) sxx(GPa) syy(GPa) energy(MJ/m^3)
  0    0.0000   -5.0000   4.7000   4.7000   47.000
 15    3.5568   -5.7239   4.3769   4.5499   44.634
 30    3.6727   -6.9895   3.8220   4.2675   40.448
 45    1.3000   -7.7000   3.5400   4.0500   37.950
 60   -1.3430   -7.5668   3.6684   3.9396   38.040
 75   -2.1177   -6.8137   4.0963   3.9123   40.043
 90   -0.0000   -6.3158   4.3684   3.9158   41.421
|gamma_xz| at 0 and 90 deg: 0.0e+00, 6.8e-19
slope of gamma_xz at 0 deg = 17.000 e-3 per rad
slope of gamma_xz at 90 deg = 11.053 e-3 per rad
interior zero: formula 51.8360 deg, root search 51.8360 deg
largest gamma_xz = 4.0586 e-3 at 22.70 deg
most negative gamma_xz = -2.2059 e-3 at 71.54 deg
comparison crystal, C33 = 280 GPa: A = 29600, B = -3600 GPa^2
comparison crystal: interior zeros (deg): none
worst closed-form difference / e = 1.2e-15
worst compliance-route difference / e = 6.9e-16
worst residual traction = 1.8e-15 GPa
Neglected effects, rough inputs; gamma_xz at 30 deg:
piezo inputs e31, e33, e15 = -0.4, 0.8, -0.3 C/m^2; relative permittivity 10
piezo: gamma_xz = 3.8083 e-3, interior zeros (deg): 51.40
piezo: field E_z at 0 deg = 1.331 MV/cm, at 30 deg = 0.355 MV/cm
misfit ratio c/a = 0.8: gamma_xz = 3.5820 e-3
misfit ratio c/a = 0.8: interior zeros (deg): 52.78
mean pressure at 30 deg = -2.697 GPa; dC/dp = 4.0 (C44: 0.5)
pressure-shifted stiffness: gamma_xz = 3.6932 e-3
pressure-shifted stiffness: interior zeros (deg): 51.70
thermal misfit: 2.0e-06 /K over 700 K = 0.140 %, 14.0 % of e
basal slip inputs: Burgers length 0.32 nm, Poisson ratio 0.25
basal resolved shear stress at 30 deg = 1.655 GPa
rough critical thickness at 30 deg = 4.0 nm
all good
```
